# Why Stoney's Formula Does Not Need the Film's Elastic Modulus

Imagine a wafer with a very thin sheet stuck to its upper face. The sheet pulls inward with a fixed tension $f$ per unit width, the same in every in-plane direction, however much it is stretched or shortened. Such a sheet has no elastic stiffness at all. It bends the wafer nevertheless: it pulls on one face, at a distance $h_s/2$ from the middle of a wafer of thickness $h_s$, and so exerts a bending moment $fh_s/2$ per unit width. The wafer curves until its own elastic moment balances this one. The curvature therefore reveals $f$, and no modulus of the sheet can enter, because the sheet has none.

A real film does have a modulus, and its stress changes when the wafer bends. The question is why this hardly matters when the film is thin, and for which meaning of "film stress" that is true.

## The wafer as a spring

Let $z$ be measured from the wafer's mid-plane towards the film. Tension is positive, and the curvature $\kappa$ is positive when the film side is concave. The wafer is free of external loads, its deflection is small, and the film is uniform across the wafer. The region near the edge, where the film stress must fall to zero at a free side face, is left out.

The mid-plane then takes the shape $\kappa(x^2+y^2)/2$. Layers nearer the film lie on the inside of the bend and are shorter, so the in-plane strain, equal in all directions, is

$$e(z)=e_0-\kappa z .$$

To turn strain into stress, take a (001) silicon wafer, a cubic crystal with elastic constants $C_{11}$, $C_{12}$ and $C_{44}$. Its faces are free, so the stress normal to them vanishes:

$$0=C_{11}e_{zz}+2C_{12}e,\qquad e_{zz}=-\frac{2C_{12}}{C_{11}}e .$$

The in-plane stress is $(C_{11}+C_{12})e+C_{12}e_{zz}=M_se$, with the biaxial modulus

$$M_s=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

An equal strain along $x$ and $y$ is the same strain along any other pair of perpendicular in-plane axes, and so is the resulting stress. One number thus describes the wafer, although silicon is anisotropic. For an isotropic wafer $e=(\sigma-\nu\sigma)/E$, which gives $M_s=E/(1-\nu)$.

The linear strain profile is a solution of three-dimensional elasticity. The displacements

$$u_x=(e_0-\kappa z)x,\qquad u_y=(e_0-\kappa z)y,$$

$$u_z=\frac{\kappa(x^2+y^2)}{2}-\frac{2C_{12}}{C_{11}}\left(e_0z-\frac{\kappa z^2}{2}\right)$$

produce the strains above. The shear $\partial_zu_x+\partial_xu_z=-\kappa x+\kappa x$ vanishes, and likewise for $y$. The remaining in-plane stress depends on $z$ alone, so every layer is in equilibrium.

## Two balances, and no law for the film

Cut the wafer and film along a vertical plane. With no external load, the total force and the total moment across the cut are zero.

Let $F=\int\sigma\,dz$, taken through the film, be its force per unit width in the final, bent state. The wafer carries

$$\int_{-h_s/2}^{h_s/2}M_s(e_0-\kappa z)\,dz=M_sh_se_0 ,$$

since the term odd in $z$ integrates to zero. Force balance gives

$$e_0=-\frac{F}{M_sh_s}.$$

For the moment, the $e_0$ term is odd and drops out:

$$\int_{-h_s/2}^{h_s/2}M_s(e_0-\kappa z)z\,dz=-\frac{M_sh_s^3\kappa}{12}.$$

Moment balance then reads

$$\frac{M_sh_s^3}{12}\,\kappa=\int_{\rm film}\sigma(z)\,z\,dz. \tag{1}$$

Nothing has been assumed about how the film's stress arose or how it depends on strain. The film may be elastic, yielded, or graded through its depth. Equation (1) is statics on the film's side and elasticity on the wafer's side.

Now write $z=h_s/2+s$, where $s$ runs from 0 to the film thickness $h_f$. The right side becomes $Fh_s/2+\int\sigma s\,ds$. With $\bar s=\int\sigma s\,ds/F$, the height of the film's line of pull above the interface,

$$\kappa=\frac{6F}{M_sh_s^2}\left(1+\frac{2\bar s}{h_s}\right). \tag{2}$$

If the stress has one sign throughout the film, $\bar s$ lies between 0 and $h_f$, and the correction lies between 0 and $2h_f/h_s$. Dropping it gives Stoney's formula,

$$F\simeq\frac{M_sh_s^2\kappa}{6},\qquad \sigma_{\rm St}=\frac{M_sh_s^2\kappa}{6h_f}. \tag{3}$$

The curvature measures a moment. Because every part of a thin film sits at nearly the same distance from the mid-plane, that moment is the force times a known lever arm. The force per unit width is the quantity recovered; the film thickness must be known to convert it to a mean stress.

The argument also shows a case in which it fails. Suppose the stress is $\sigma=G(s-h_f/2)$, compressive on one side of the film and tensile on the other. Then $F=0$, but

$$\int_0^{h_f}\sigma s\,ds=G\left(\frac{h_f^3}{3}-\frac{h_f^3}{4}\right)=\frac{Gh_f^3}{12},$$

and equation (1) gives $\kappa=Gh_f^3/(M_sh_s^3)$. The curvature is small but not zero, and reading it as a mean stress would be wrong. The leading-order statement needs a net force that is not nearly cancelled.

## Where the modulus went

For a uniform elastic film of biaxial modulus $M_f$, the missing modulus can be followed through the algebra. Define

$$\eta=\frac{h_f}{h_s},\qquad m=\frac{M_f}{M_s},$$

and let $\sigma$ be the mean film stress after bending, so $F=\sigma h_f$. The bending strain varies across the film with slope $-\kappa$, hence

$$\sigma(s)=\sigma-M_f\kappa\left(s-\frac{h_f}{2}\right),\qquad
\int_0^{h_f}\sigma(s)\,s\,ds=\frac{Fh_f}{2}-\frac{M_fh_f^3\kappa}{12}.$$

Equation (1) becomes

$$\frac{M_sh_s^3\kappa}{12}=\frac{F(h_s+h_f)}{2}-\frac{M_fh_f^3\kappa}{12}.$$

Collect the terms in $\kappa$ on the left and divide by $M_sh_s^3/12$:

$$\kappa=\frac{6F}{M_sh_s^2}\,\frac{1+\eta}{1+m\eta^3}. \tag{4}$$

The two corrections have separate meanings. The factor $1+\eta$ is geometry: the film pulls from its own mid-plane, slightly above the interface. The term $m\eta^3$ is the film's bending stiffness divided by the wafer's. This is the one place where the film modulus enters, at third order in the thickness ratio.

The answer changes if one asks for the stress $\sigma_0$ that the film had while the wafer was still flat and unstrained. When the wafer is released, it yields to the pull and the film relaxes. The strain at the film's mid-plane is $e_0-\kappa(h_s+h_f)/2$, so

$$\sigma=\sigma_0+M_f\left[e_0-\frac{\kappa h_s(1+\eta)}{2}\right].$$

Multiply by $h_f$, insert $e_0=-F/(M_sh_s)$ and equation (4), and solve for the initial force:

$$\sigma_0h_f=F\left[1+m\eta+\frac{3m\eta(1+\eta)^2}{1+m\eta^3}\right].$$

Over the common denominator, the numerator is

$$(1+m\eta)(1+m\eta^3)+3m\eta(1+2\eta+\eta^2)=\Delta,$$

$$\Delta=1+4m\eta+6m\eta^2+4m\eta^3+m^2\eta^4 .$$

Thus $F=\sigma_0h_f(1+m\eta^3)/\Delta$, and equation (4) gives

$$\kappa=\frac{6\sigma_0h_f}{M_sh_s^2}\,\frac{1+\eta}{\Delta}. \tag{5}$$

Dividing each stress by the Stoney value in equation (3),

$$\frac{\sigma}{\sigma_{\rm St}}=\frac{1+m\eta^3}{1+\eta}\simeq1-\eta,\qquad
\frac{\sigma_0}{\sigma_{\rm St}}=\frac{\Delta}{1+\eta}\simeq1+(4m-1)\eta. \tag{6}$$

Both stresses agree with Stoney's formula at leading order. The modulus first affects the initial stress at first order, through $4m\eta$. When this number is small, it is the fraction of the initial stress lost on release, and its factor 4 can be traced. At leading order the wafer surface under the film contracts by

$$e_0-\frac{\kappa h_s}{2}=-\frac{F}{M_sh_s}-\frac{3F}{M_sh_s}=-\frac{4F}{M_sh_s}.$$

One part is uniform shortening and three parts are bending. The film follows this strain and loses the stress $4M_fF/(M_sh_s)=4m\eta\sigma$. For a thin film, Stoney's formula therefore gives the initial stress only if $m\eta$ is small too: a very stiff film can relax noticeably even if it is thin.

The modulus returns at leading order if the question concerns strain. Let the film, left to itself, be shorter than the wafer by a misfit strain $\epsilon$. Then $\sigma_0=M_f\epsilon$, and predicting the curvature from $\epsilon$, or inferring $\epsilon$ from the curvature, requires $M_f$. The curvature gives the product $M_f\epsilon$, not its factors.

## A metal film on a silicon wafer

Consider a 1 µm metal film on a silicon wafer of radius $R=100$ mm and thickness 725 µm. Its deposition changes the bow, the height difference between centre and edge, by 95 µm, in the sense that makes the film side concave. With the rough values $C_{11}=166$ GPa and $C_{12}=64$ GPa,

$$M_s=166+64-\frac{2(64)^2}{166}=180.65\ \text{GPa}.$$

A uniform curvature gives a bow $\kappa R^2/2$, hence

$$\kappa=\frac{2(95\times10^{-6})}{(0.100)^2}=0.0190\ \text{m}^{-1},$$

a radius of curvature of about 53 m. The force per unit width is

$$F=\frac{(180.65\times10^9)(725\times10^{-6})^2(0.0190)}{6}=301\ \text{N/m},$$

and division by 1 µm gives a film stress of 301 MPa. Rounding the elastic constants to the nearest GPa leaves $M_s$, and with it the force and the stress, uncertain by up to about 0.5%.

Now hold this curvature fixed and suppose three different film moduli. Equations (4) and (5) give the stresses below; the extra digits serve to compare the formulas and do not express measurement accuracy.

| $M_f$ (GPa) | Mean stress (MPa) | Initial stress (MPa) | Misfit strain |
|---|---|---|---|
| 5 | 300.3 | 300.3 | 0.060 |
| 160 | 300.3 | 301.7 | 0.00189 |
| 600 | 300.3 | 305.8 | 0.00051 |

The modulus changes by a factor of 120. The mean stress changes by about 3 Pa, the initial stress by less than 2%, and the inferred misfit by a factor of more than 100. The first row is a formal comparison, since a misfit of 6% strains the assumption of linear elasticity.

The strains show why the initial stress depends so little on the film modulus. The wafer stress is $-1.66$ MPa at the film side and $+0.83$ MPa at the back. The corresponding strain under the film is $-9.2\times10^{-6}$. For $M_f=160$ GPa the film is stretched by about $1.9\times10^{-3}$, so following the wafer costs it about 0.5% of its stress.

For thicker films the distinction becomes visible. With $M_f=160$ GPa held fixed, equation (6) gives:

| $h_f/h_s$ | $\sigma/\sigma_{\rm St}$ | $\sigma_0/\sigma_{\rm St}$ |
|---|---|---|
| 0.001 | 0.999 | 1.003 |
| 0.01 | 0.990 | 1.026 |
| 0.1 | 0.910 | 1.283 |

At a thickness ratio of one tenth, the mean stress is 9% below the Stoney value, while the initial stress is 28% above it. The second correction cannot be made without the film modulus.

A film that yields illustrates equation (1) from another side. Let its stress follow $\sigma=\sigma_y\tanh(M_fe_f/\sigma_y)$, where $e_f$ is the total film strain, $\sigma_y=300$ MPa, $M_f=160$ GPa and the misfit is 0.005. This law imitates yielding under loading in one direction. Solving the force and moment balances numerically gives a mean stress of 297.1 MPa. Stoney's formula applied to the resulting curvature returns 297.5 MPa. Multiplying modulus by misfit would give 800 MPa. The wafer responds to the stress the film carries, not to the stress it would have carried had it remained elastic.

## When the wafer stops being a linear spring

A flat disc cannot become a spherical cap without stretching, so a large bow makes the wafer stiffer. To estimate the effect, take an isotropic disc and keep the shape $w=\kappa r^2/2$. With radial displacement $u$, the mid-plane strains are $e_r=u'+\kappa^2r^2/2$ and $e_\theta=u/r$. Eliminating $u$ gives

$$e_r-(re_\theta)'=\frac{\kappa^2r^2}{2}.$$

Try $\sigma_r=c(R^2-r^2)$, which vanishes at the free edge. In-plane equilibrium requires $\sigma_\theta=(r\sigma_r)'=c(R^2-3r^2)$. Hooke's law turns the left side above into $8cr^2/E$, so $c=E\kappa^2/16$.

The stretching energy per unit area, averaged over the disc with $t=r^2/R^2$, is

$$\frac{h_sc^2R^4}{2E}\int_0^1\!\left[(1-t)^2+(1-3t)^2-2\nu(1-t)(1-3t)\right]dt=\frac{Eh_s\kappa^4R^4}{384},$$

because the three terms integrate to $1/3$, $1$ and $0$. The bending energy is $\int M_s(\kappa z)^2dz=M_sh_s^3\kappa^2/12$. The sum $\sigma_r+\sigma_\theta=c(2R^2-4r^2)$ averages to zero over the disc, so the stretching strains have no cross term with the uniform contraction $e_0$ and the film does no net work on them. The film's in-plane pull is balanced by $e_0$; bending shortens the film by $\kappa h_s/2$ in two directions and contributes $-Fh_s\kappa$. Setting the derivative of the sum to zero,

$$\frac{M_sh_s^3\kappa}{6}+\frac{Eh_s\kappa^3R^4}{96}=Fh_s .$$

Division by $M_sh_s^3/6$, with $E/M_s=1-\nu$, gives

$$\kappa\left[1+(1-\nu)\left(\frac{\kappa R^2}{4h_s}\right)^2\right]=\frac{6F}{M_sh_s^2}. \tag{7}$$

Silicon has no single in-plane Poisson ratio. For a pull along [100] it is $C_{12}/(C_{11}+C_{12})=0.28$. For a pull along [110], the shear constant $C_{44}=80$ GPa also enters, and the ratio is $(M_s-2C_{44})/(M_s+2C_{44})=0.06$. Using each in turn, equation (7) predicts a curvature loss of 0.3% to 0.4%, relative to the linear value.

If the curvature may vary with radius, a numerical minimization of the same kinds of energy, with polynomial displacements, gives nearly these losses for the slope at the edge. The bow loses more, 0.5% to 0.6%. The curvature is then no longer uniform, and for a disc whose own weight is left out, a stress deduced from the bow is too low by about that amount. For this film, wafer stretching matters more than the 0.14% lever-arm correction.

## The real measurement

For the mean stress, the larger uncertainties lie outside the film modulus. A wafer thickness wrong by 5 µm changes the inferred stress by $2(5/725)$, or 1.4%. A 5% error in film thickness changes the stress by about 5%, but leaves the force per unit width untouched. A patterned film breaks the assumption of uniform, direction-independent stress, and equation (3) should not then be applied to it without a new calculation.

Gravity is larger still. For a disc supported at its edge and loaded by its weight $p=\rho gh_s$ per unit area, the plate equation $D\nabla^4w=p$, with $D=Eh_s^3/[12(1-\nu^2)]$, is solved by

$$w=\frac{p}{64D}(R^2-r^2)(BR^2-r^2).$$

Zero bending moment at the edge, $w''+\nu w'/r=0$, requires $12+4\nu=2(1+B)(1+\nu)$, so $B=(5+\nu)/(1+\nu)$. With density 2330 kg/m³ and the [100] constants, the central sag is about 24 µm, a quarter of the bow being measured. In the linear regime it nearly cancels when scans before and after deposition are subtracted, provided the support is the same. What remains comes from the film's own weight and stiffness: a few hundredths of a micrometre for 1 µm of aluminium or copper, and about 0.2 µm for 1 µm of gold. Once stretching of the wafer matters, the sag and the film's bow no longer simply add, and the cancellation is only approximate. For this wafer on an edge support, the subtracted bow falls short of its linear value by 0.9% to 1.1% with the film facing up, when sag and bow have the same sense, and by 0.2% to 0.3% with the film facing down, in place of the 0.5% to 0.6% of the weightless disc.

Temperature acts differently. If the film expands by 14 ppm/K more than the wafer and remains elastic with $M_f=160$ GPa, warming by 10 K lowers its tension by $160\,\text{GPa}\times14\times10^{-6}\times10=22$ MPa. That is a real change in stress, about 7% of the value found here, and the curvature follows it. Stoney's formula reports the stress at the temperature of the measurement; carrying that stress to another temperature again requires the film's modulus.
